# Two Derivations of the Nonadiabatic Marcus Hopping Rate for Small Polarons: a program that tests the result

```python
# Result under test: the nonadiabatic, high-temperature hopping rate
#   k = (2 pi/hbar) J^2 (4 pi lam kT)^(-1/2) exp(-(lam+gap)^2/(4 lam kT))
# J: transfer energy; lam: reorganisation energy, the sum of S_q*hbar*omega_q;
# S_q: Huang-Rhys factor of mode q; gap: final minus initial relaxed energy;
# kT: thermal energy. Film example in eV, nm, K; model tests use hbar=1.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, quad, solve_ivp
from scipy.optimize import minimize
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

HBAR = const.hbar / const.e          # eV s
KB = const.k / const.e               # eV/K


def marcus(J, lam, gap, kT, hbar=1.0):
    return (2*np.pi*J**2/hbar/np.sqrt(4*np.pi*lam*kT)
            * np.exp(-(lam + gap)**2/(4*lam*kT)))


# ---- displaced oscillator: matrices against the closed correlation function
def oscillator_pair(size, S, gap):
    """Initial levels and final Hamiltonian, in units of the mode quantum."""
    n = np.arange(size, dtype=float)
    ladder = np.diag(np.sqrt(n[1:]), 1)
    final = np.diag(n + S + gap) - np.sqrt(S)*(ladder + ladder.T)
    return n, final


S_test, kT_test, gap_test = 2.5, 1.5, 0.7
levels, H_final = oscillator_pair(140, S_test, gap_test)
E_final, V_final = np.linalg.eigh(H_final)
prob = np.exp(-levels/kT_test)
prob /= prob.sum()
overlap2 = V_final**2                # squared overlaps <n|final state>
coth = 1/np.tanh(0.5/kT_test)
for t in (0.2, 0.9, 2.3, 5.8):
    direct = np.sum(prob*np.exp(1j*levels*t)
                    * (overlap2 @ np.exp(-1j*E_final*t)))
    closed = np.exp(-1j*gap_test*t - S_test*(coth*(1 - np.cos(t))
                                             + 1j*np.sin(t)))
    assert abs(direct - closed) < 1e-9
jump = E_final[None, :] - levels[:, None]
weight = prob[:, None]*overlap2
mean_jump = np.sum(weight*jump)
var_jump = np.sum(weight*(jump - mean_jump)**2)
assert abs(mean_jump - (gap_test + S_test)) < 1e-8
assert abs(var_jump - S_test*coth) < 1e-7

# ---- full two-site quantum dynamics against the rate formula
# One mode: populations grow linearly between dephasing and the first revival.
size, S_dyn, kT_dyn, J_dyn = 240, 12.0, 3.0, 0.02
dynamics = []
for gap in (-20.0, -4.0, 0.0):       # the first lies in the inverted region
    levels, H_final = oscillator_pair(size, S_dyn, gap)
    H = np.zeros((2*size, 2*size))
    H[:size, :size] = np.diag(levels)
    H[size:, size:] = H_final
    H[:size, size:] = H[size:, :size] = J_dyn*np.eye(size)
    E, V = np.linalg.eigh(H)
    prob = np.exp(-levels/kT_dyn)
    prob /= prob.sum()
    moved = []
    for t in (2.0, 4.0):
        amp = (V[size:]*np.exp(-1j*E*t)) @ V[:size].T
        moved.append(np.sum(np.abs(amp)**2 @ prob))
    ratio = (moved[1] - moved[0])/2.0/marcus(J_dyn, S_dyn, gap, kT_dyn)
    # remaining terms of order (quantum/kT)^2 are below one per cent here
    assert abs(ratio - 1) < 0.02
    dynamics.append((gap, ratio))


# ---- lowest crossing point of two harmonic energy surfaces
def crossing_barrier(stiff, rest1, rest2, gap):
    def e1(q):
        return 0.5*np.sum(stiff*(q - rest1)**2)

    def e2(q):
        return 0.5*np.sum(stiff*(q - rest2)**2) + gap
    res = minimize(e1, 0.4*rest1 + 0.6*rest2, method="SLSQP",
                   constraints={"type": "eq", "fun": lambda q: e1(q) - e2(q)},
                   options={"ftol": 1e-13, "maxiter": 300})
    assert res.success
    return res.fun, e2(rest1) - gap


bind = 0.8                           # one local mode on each site
barrier, lam_found = crossing_barrier(np.array([1.6, 1.6]),
                                      np.array([1.0, 0.0]),
                                      np.array([0.0, 1.0]), 0.0)
assert abs(lam_found - 2*bind) < 1e-9 and abs(barrier - bind/2) < 1e-5
barrier, lam_found = crossing_barrier(np.array([0.7, 1.9, 1.2]),
                                      np.array([0.3, -0.5, 0.2]),
                                      np.array([1.1, 0.4, -0.6]), 0.3)
assert abs(barrier - (lam_found + 0.3)**2/(4*lam_found)) < 1e-5

# ---- film example: round parameters of small-polaron oxide-film size
LAM, J, CENTRE, HALF = 0.8, 0.010, 0.040, 0.020       # eV
DIST, TEMP = 0.35, 300.0                              # nm, K
SIGMA, FIELD, DENSITY = 0.050, 1.0, 1e19              # eV, MV/cm, cm^-3

node, wt = np.polynomial.legendre.leggauss(60)
wt = wt*(1 - node**2)**2
wt /= wt.sum()                       # share of lam carried by each mode
MODE = CENTRE + HALF*node
HUANG = LAM*wt/MODE
RMS = np.sqrt(np.sum(wt*MODE**2))
TAU = np.arange(0.0, 6*2*np.pi/CENTRE, 0.25)          # time/hbar in 1/eV
COS = np.cos(np.outer(TAU, MODE))
SIN = np.sin(np.outer(TAU, MODE))


def rate_real_time(gap, T):
    """Golden-rule rate on the real time axis, elastic line removed."""
    c = 1/np.tanh(MODE/(2*KB*T))
    corr = np.exp(-(1 - COS) @ (HUANG*c) - 1j*(SIN @ HUANG))
    corr = (corr - np.exp(-np.sum(HUANG*c)))*np.exp(-1j*gap*TAU)
    return J**2/HBAR*2*trapezoid(corr.real, TAU)


def rate_quantum(gap, T):
    """The same rate after the shift of the time path by -i hbar/(2kT)."""
    x = MODE/(2*KB*T)
    a = HUANG/np.sinh(x)
    body = np.exp(-(1 - COS) @ a) - np.exp(-a.sum())
    front = np.exp(-gap/(2*KB*T) - np.sum(HUANG*np.tanh(x/2)))
    return J**2/HBAR*front*2*trapezoid(body*np.cos(gap*TAU), TAU)


def rate_classical(gap, T):
    return marcus(J, LAM, gap, KB*T, HBAR)


for gap in (-0.1, 0.0, 0.1):
    assert abs(rate_real_time(gap, TEMP)/rate_quantum(gap, TEMP) - 1) < 1e-6
kT = KB*TEMP
for rate in (rate_real_time, rate_classical):
    balance = rate(0.1, TEMP)/rate(-0.1, TEMP)
    assert abs(balance/np.exp(-0.1/kT) - 1) < 1e-6


def log_correction(T):
    b = 1/(KB*T)
    return (b*RMS)**2*(b*LAM/192 + 1/48 + 1/(16*b*LAM))


for T, tol in ((600.0, 0.05), (1200.0, 0.02)):        # next order neglected
    found = np.log(rate_quantum(0.0, T)/rate_classical(0.0, T))
    assert abs(found/log_correction(T) - 1) < tol


def slope_energy(rate):
    """Local Arrhenius energy at the working temperature."""
    b, h = 1/kT, 0.01
    up, down = rate(0.0, 1/(KB*(b + h))), rate(0.0, 1/(KB*(b - h)))
    return -(np.log(up) - np.log(down))/(2*h)


assert abs(slope_energy(rate_classical) - (LAM/4 - kT/2)) < 1e-6

# ---- Landau-Zener law from the two-level equation of motion
sweep, J_lz, t_end = 1.0, 0.3, 80.0


def two_level(t, c):
    return [-1j*(0.5*sweep*t*c[0] + J_lz*c[1]),
            -1j*(J_lz*c[0] - 0.5*sweep*t*c[1])]


sol = solve_ivp(two_level, (-t_end, t_end), [1 + 0j, 0j], method="DOP853",
                rtol=1e-8, atol=1e-10)
hop_numeric = abs(sol.y[1, -1])**2
# finite start and end times leave an error of order J/(sweep*t_end)
assert abs(hop_numeric - (1 - np.exp(-2*np.pi*J_lz**2/sweep))) < 0.012

# repeated incoherent crossings, followed until the carrier settles
for P in (0.05, 0.4, 0.8):
    settled, astray = P, 1 - P
    for _ in range(400):
        crossed = astray*P
        settled += crossed*(1 - P)
        astray = crossed*P
    assert abs(settled - 2*P/(1 + P)) < 1e-12

gap_speed = np.sqrt(2*LAM*kT)*RMS/HBAR                # rms, eV/s
p_unit = 2*np.pi*J**2/(HBAR*gap_speed)
flux = quad(lambda v: v*np.exp(-v*v/2), 0, 12)[0]
p_mean = quad(lambda v: p_unit*np.exp(-v*v/2), 0, 12)[0]/flux
p_formula = np.pi**1.5*J**2/(RMS*np.sqrt(LAM*kT))
assert abs(p_mean/p_formula - 1) < 1e-8


def settled_flux(v):
    P = -np.expm1(-p_unit/v)
    return v*np.exp(-v*v/2)*P/(1 + P)


crossing_factor = quad(settled_flux, 1e-9, 12, limit=200)[0]/flux/p_mean
J_limit = J/np.sqrt(p_mean)          # J at which the mean probability is 1

# ---- mobility and field dependence
k_hop = rate_classical(0.0, TEMP)
k_qm = rate_quantum(0.0, TEMP)
dist_cm = DIST*1e-7
mobility = dist_cm**2*k_hop/kT       # cm^2/(V s), as kT/e is in volts


def drift_mobility(field, rate):     # field in V/cm
    drop = field*dist_cm
    return dist_cm*(rate(-drop, TEMP) - rate(drop, TEMP))/field


assert abs(drift_mobility(1e3, rate_classical)/mobility - 1) < 1e-4
assert abs(drift_mobility(1e3, rate_quantum)
           / (dist_cm**2*k_qm/kT) - 1) < 1e-4
field_factor = drift_mobility(FIELD*1e6, rate_classical)/mobility

# ---- static disorder: linear-response hopping network, dilute carriers
side, samples = 12, 6
rng = np.random.default_rng(7)
index = np.arange(side**3).reshape(side, side, side)
conductances = []
for _ in range(samples):
    site = rng.normal(0.0, SIGMA, index.shape)
    rows, cols, vals = [], [], []
    source = np.zeros(side**3)
    for axis in range(3):
        other = np.roll(site, -1, axis)
        g = np.exp(-site/kT)*rate_classical(other - site, TEMP)/k_hop
        i, j, gf = index.ravel(), np.roll(index, -1, axis).ravel(), g.ravel()
        rows += [i, j, i, j]
        cols += [i, j, j, i]
        vals += [gf, gf, -gf, -gf]
        if axis == 0:
            gx, ix, jx = gf, i, j
            np.add.at(source, i, gf)
            np.add.at(source, j, -gf)
    lap = coo_matrix((np.concatenate(vals),
                      (np.concatenate(rows), np.concatenate(cols)))).tocsc()
    phi = np.zeros(side**3)
    phi[1:] = spsolve(lap[1:, 1:], source[1:], permc_spec="MMD_AT_PLUS_A")
    g_eff = np.mean(gx*(1 + phi[jx] - phi[ix]))
    assert 1/np.mean(1/gx) < g_eff < np.mean(gx)      # series and parallel
    conductances.append(g_eff)
boltz = np.exp((SIGMA/kT)**2/2)      # mean Boltzmann factor of Gaussian sites
disorder = np.array(conductances)/boltz
fill = DENSITY*dist_cm**3
fill_low = fill*np.exp(SIGMA**2/kT**2)/boltz          # at energy -sigma^2/kT

# ---- printed numbers
print(f"reorganisation energy: {LAM:.2f} eV")
print(f"transfer energy J: {J*1e3:.1f} meV")
print(f"mode band centre, half width: {CENTRE*1e3:.0f}, {HALF*1e3:.0f} meV")
print(f"rms mode energy: {RMS*1e3:.2f} meV")
print(f"total Huang-Rhys factor: {HUANG.sum():.2f}")
print(f"hop distance: {DIST:.2f} nm")
print(f"temperature: {TEMP:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"gap standard deviation, classical: {np.sqrt(2*LAM*kT):.4f} eV")
print(f"barrier lam/4: {LAM/4:.3f} eV")
print(f"exponent lam/(4kT): {LAM/(4*kT):.3f}")
print(f"activated factor: {np.exp(-LAM/(4*kT)):.3e}")
print(f"rate prefactor: {k_hop*np.exp(LAM/(4*kT)):.3e} 1/s")
print(f"Marcus rate: {k_hop:.3e} 1/s")
print(f"Marcus mobility: {mobility:.3e} cm2/Vs")
print(f"local Arrhenius energy, Marcus: {slope_energy(rate_classical):.4f} eV")
print(f"local Arrhenius energy, quantum: {slope_energy(rate_quantum):.4f} eV")
print(f"quantum golden-rule rate: {k_qm:.3e} 1/s")
print(f"quantum mobility: {dist_cm**2*k_qm/kT:.3e} cm2/Vs")
print(f"log correction, leading formula: {log_correction(TEMP):.3f}")
print(f"log correction, full integral: {np.log(k_qm/k_hop):.3f}")
elastic = np.exp(-np.sum(HUANG/np.tanh(MODE/(2*kT))))
print(f"elastic-line weight: {elastic:.1e}")
print("T (K), Marcus (1/s), quantum (1/s), quantum/Marcus:")
for T in (200.0, 300.0, 400.0, 500.0, 600.0, 800.0):
    kc, kq = rate_classical(0.0, T), rate_quantum(0.0, T)
    print(f"  {T:.0f}  {kc:.3e}  {kq:.3e}  {kq/kc:.3f}")
print("two-site dynamics: mode quantum 1, lam 12, kT 3, J 0.02")
for gap, ratio in dynamics:
    print(f"  gap {gap:.0f}: dynamics/Marcus = {ratio:.4f}")
print(f"mean crossing probability: {p_mean:.4f}")
print(f"factor from repeated crossings: {crossing_factor:.3f}")
print(f"J for mean probability 1: {J_limit*1e3:.1f} meV")
print(f"site disorder: {SIGMA*1e3:.0f} meV")
print(f"disorder mobility factor: {disorder.mean():.3f}")
print(f"  sample standard deviation: {disorder.std(ddof=1):.3f}")
print(f"  network: {side}^3 sites, {samples} samples")
print(f"field: {FIELD:.1f} MV/cm; drop per hop: {FIELD*1e9*dist_cm:.1f} meV")
print(f"mobility factor at this field: {field_factor:.3f}")
print(f"carrier density: {DENSITY:.1e} cm^-3")
print(f"mean site occupation: {fill:.2e}")
print(f"occupation at typical carrier energy: {fill_low:.2e}")
print(f"mean time between hops, six neighbours: {1e12/(6*k_hop):.1f} ps")
print(f"vibration period: {2*np.pi*HBAR/CENTRE*1e12:.4f} ps")
print("tests ok")
```

Printed output:

```
reorganisation energy: 0.80 eV
transfer energy J: 10.0 meV
mode band centre, half width: 40, 20 meV
rms mode energy: 40.71 meV
total Huang-Rhys factor: 20.78
hop distance: 0.35 nm
temperature: 300 K; kT: 25.85 meV
gap standard deviation, classical: 0.2034 eV
barrier lam/4: 0.200 eV
exponent lam/(4kT): 7.736
activated factor: 4.367e-04
rate prefactor: 1.872e+12 1/s
Marcus rate: 8.176e+08 1/s
Marcus mobility: 3.874e-05 cm2/Vs
local Arrhenius energy, Marcus: 0.1871 eV
local Arrhenius energy, quantum: 0.1567 eV
quantum golden-rule rate: 1.256e+09 1/s
quantum mobility: 5.952e-05 cm2/Vs
log correction, leading formula: 0.456
log correction, full integral: 0.429
elastic-line weight: 1.6e-15
T (K), Marcus (1/s), quantum (1/s), quantum/Marcus:
  200  2.093e+07  7.571e+07  3.618
  300  8.176e+08  1.256e+09  1.536
  400  4.898e+09  5.952e+09  1.215
  500  1.398e+10  1.554e+10  1.112
  600  2.767e+10  2.951e+10  1.067
  800  6.302e+10  6.494e+10  1.030
two-site dynamics: mode quantum 1, lam 12, kT 3, J 0.02
  gap -20: dynamics/Marcus = 0.9919
  gap -4: dynamics/Marcus = 1.0047
  gap 0: dynamics/Marcus = 1.0060
mean crossing probability: 0.0951
factor from repeated crossings: 0.783
J for mean probability 1: 32.4 meV
site disorder: 50 meV
disorder mobility factor: 0.239
  sample standard deviation: 0.012
  network: 12^3 sites, 6 samples
field: 1.0 MV/cm; drop per hop: 35.0 meV
mobility factor at this field: 1.062
carrier density: 1.0e+19 cm^-3
mean site occupation: 4.29e-04
occupation at typical carrier energy: 2.78e-03
mean time between hops, six neighbours: 203.8 ps
vibration period: 0.1034 ps
tests ok
```
